# Hartke's Three-Dimensional Average of Poole-Frenkel Emission

Suppose that a trapped electron in an insulator is given a single escape path, straight along the electric force. The barrier is lowest there, and the one-dimensional Poole-Frenkel law gives every escaping electron that lowest barrier. Two errors follow when escape is possible in all directions. For the dielectric treated below, at 1 MV/cm and 378 K, the one-dimensional enhancement is 17.5 times the directional average. Moreover, if the averaged emission is plotted against the square root of the field and read with the one-dimensional law, a permittivity of 2.0 appears as 2.24. The average can be done in closed form, and its assumptions decide how far the result can be trusted.

## Setting and assumptions

The trap is a point centre that is neutral when it holds the electron and carries charge $+e$ when empty. The departing electron is therefore attracted by a Coulomb force. Let $e>0$, let $F\ge 0$ be the magnitude of a uniform field, and let $\varepsilon_r$ be the relative permittivity. Define

$$K=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r},\qquad f=eF,\qquad \beta=\sqrt{\frac{e^3}{\pi\varepsilon_0\varepsilon_r}} .$$

The $z$ axis points along the force on the electron, which is opposite to the field vector because the electron is negative. The angle $\theta$ is measured from this axis. "Forward" means $\cos\theta>0$, and "backward" means $\cos\theta<0$. With the zero-field potential set to zero at infinity, the electron's potential energy is

$$V(r,\theta)=-\frac{K}{r}-f\,r\cos\theta .$$

The assumptions are these.

**A1.** The trap level stays at $-\phi$, where $\phi$ is the zero-field depth. The field does not shift it.

**A2.** Each ray from the centre is an independent classical escape path, with a Boltzmann factor set by the highest point on that ray.

**A3.** The attempt rate per unit solid angle is $\nu/4\pi$, the same in all directions and at all fields.

**A4.** On backward rays the barrier keeps its zero-field value $\phi$.

**A5.** The lowered barrier remains many times $k_BT$.

A4 is a convention, as Lemma 1 will show. A3 is a physical assumption, and it controls the prefactor.

## The barrier on one ray

**Lemma 1.** On a forward ray the potential has one maximum, at

$$r_m(\theta)=\sqrt{\frac{K}{f\cos\theta}},$$

and the barrier is lowered by $\Delta(\theta)=\beta\sqrt{F\cos\theta}$. On a backward ray there is no maximum.

*Proof.* At fixed angle,

$$\frac{\partial V}{\partial r}=\frac{K}{r^2}-f\cos\theta,\qquad \frac{\partial^2V}{\partial r^2}=-\frac{2K}{r^3}<0 .$$

For $\cos\theta>0$ the first derivative vanishes at one positive radius, the stated $r_m$, and the negative second derivative makes it a maximum. There the two parts of the potential are equal:

$$\frac{K}{r_m}=\sqrt{Kf\cos\theta},\qquad f r_m\cos\theta=\sqrt{Kf\cos\theta}.$$

Hence $V(r_m,\theta)=-2\sqrt{Kf\cos\theta}$. The zero-field barrier top was at energy zero, so the lowering is $2\sqrt{Kf\cos\theta}$. Since

$$4Kf=\frac{4e^2}{4\pi\varepsilon_0\varepsilon_r}\,eF=\frac{e^3F}{\pi\varepsilon_0\varepsilon_r}=\beta^2F,$$

this equals $\beta\sqrt{F\cos\theta}$. For $\cos\theta<0$ both terms of $\partial V/\partial r$ are positive, so $V$ rises at every radius. $\square$

**Remark on the backward half.** On a backward ray the potential passes zero and keeps rising, so an electron moving straight along it cannot reach infinity. A4 nevertheless counts this half of the sphere with its zero-field rate. That choice makes the rate continuous at $F=0$, where all directions are equivalent, and it joins continuously to the forward half, since $\Delta\to0$ as $\theta\to90^\circ$.

## The theorem

**Theorem (Hartke).** Let $\gamma=\beta\sqrt F/(k_BT)$. Under A1 to A5 the emission rate divided by its zero-field value is

$$R(\gamma)=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2},\qquad \gamma>0,$$

with $R\to1$ as $\gamma\to0$. For $\gamma\gg1$ it tends to $e^\gamma/\gamma$.

*Proof.* By A1 to A3, the rate into the solid angle $d\Omega$ is

$$\frac{\nu}{4\pi}\exp\!\left[-\frac{\phi-\Delta(\theta)}{k_BT}\right]d\Omega,$$

with $\Delta=0$ on the backward half by A4. At zero field the total rate is $\nu e^{-\phi/k_BT}$. On division, $\nu$ and $\phi$ cancel:

$$R=\frac1{4\pi}\int e^{\Delta(\theta)/k_BT}\,d\Omega .$$

The integrand does not depend on azimuth, so $d\Omega$ becomes $2\pi\sin\theta\,d\theta$. With $u=\cos\theta$ this gives

$$R=\frac12\int_{-1}^{0}du+\frac12\int_0^1e^{\gamma\sqrt u}\,du .$$

The first term is $1/2$. In the second put $u=s^2$, so that $du=2s\,ds$, and integrate by parts:

$$\frac12\int_0^1e^{\gamma\sqrt u}du=\int_0^1 s\,e^{\gamma s}ds
=\left[\frac{s\,e^{\gamma s}}{\gamma}\right]_0^1-\frac1\gamma\int_0^1e^{\gamma s}ds .$$

The boundary term is $e^\gamma/\gamma$, and the last term is $-(e^\gamma-1)/\gamma^2$. Together they are

$$\frac{\gamma e^\gamma-e^\gamma+1}{\gamma^2}=\frac{1+(\gamma-1)e^\gamma}{\gamma^2},$$

which proves the closed form. Regrouping its terms gives the identity

$$R=\frac{e^\gamma}{\gamma}\left(1-\frac1\gamma\right)+\frac12+\frac1{\gamma^2}.$$

At large $\gamma$ the last two terms are exponentially small beside the first, and the bracket tends to one. $\square$

The integral also gives a bound. Since $1<e^{\gamma\sqrt u}<e^\gamma$ for $0<u<1$, it follows that $1<R<e^\gamma$ for every $\gamma>0$. Within these assumptions the one-dimensional law overstates the enhancement at every nonzero field.

As a test of the lemma and the average together, the potential was maximized numerically on 100 forward rays and the resulting rates were averaged. At 0.001, 0.03, 0.3, 1 and 2 MV/cm, with $\varepsilon_r=2.0$ and 378 K, the average agreed with the closed form to better than one part in a million.

## Weak field

**Corollary 1.** For every $\gamma$,

$$R=1+\sum_{n=1}^{\infty}\frac{\gamma^n}{n!\,(n+2)}=1+\frac\gamma3+\frac{\gamma^2}8+\frac{\gamma^3}{30}+\cdots .$$

*Proof.* Expand $e^{\gamma\sqrt u}$ in powers of $\gamma$. The series converges uniformly for $0\le u\le1$, so it may be integrated term by term, with

$$\frac12\int_0^1u^{n/2}du=\frac12\,\frac{1}{n/2+1}=\frac1{n+2}.$$

The $n=0$ term is $1/2$, which joins the backward $1/2$ to make 1. $\square$

The one-dimensional law starts as $1+\gamma$, so averaging cuts the first correction to one third. At $\gamma=1$ the closed form gives $R=1.5$, against $e=2.718$ in one dimension.

The backward convention matters here. If the backward half were closed instead, the rate ratio would be $R-1/2$. At $\gamma=1$ this removes a third of the emission, and as $\gamma\to0$ the ratio would tend to $1/2$ instead of 1. The weak-field result therefore depends on A4. It also assumes an isolated trap although $r_m\to\infty$ as $F\to0$, which fails once the barrier top lies among neighbouring traps. The term $\gamma/3$ itself comes from the forward rays and so from A2. Since $K/r_m=\gamma k_BT/2$ on the axis, for $\gamma<2$ the barrier top lies where the Coulomb energy is below $k_BT$, and it is no longer a well-defined bottleneck. Diffusive escape from the same potential (Onsager) gives $2I_1(\gamma)/\gamma=1+\gamma^2/8+\cdots$, where $I_1$ is the modified Bessel function. This has no term in $\sqrt F$ and equals 1.13 at $\gamma=1$.

## Strong field: where the prefactor comes from

**Corollary 2.** For $\gamma\gg1$ emission is concentrated in a cone about the force, with effective solid angle $4\pi/\gamma$. Half of it lies within

$$\theta_{1/2}\simeq2\sqrt{\frac{\ln2}{\gamma}} .$$

*Proof.* Near the axis $\cos\theta\simeq1-\theta^2/2$, so $\sqrt{\cos\theta}\simeq1-\theta^2/4$. The weight per solid angle is then $e^\gamma e^{-\gamma\theta^2/4}$. Relative to its value on the axis, it integrates to

$$\int_0^\infty 2\pi\theta\,e^{-\gamma\theta^2/4}d\theta=2\pi\cdot\frac{2}{\gamma}=\frac{4\pi}\gamma .$$

The upper limit may be taken to infinity because the weight is negligible at large angles. The fraction of this integral inside $\theta$ is $1-e^{-\gamma\theta^2/4}$, and setting it to $1/2$ gives $\theta_{1/2}$. $\square$

Dividing $4\pi/\gamma$ by the full sphere gives the factor $1/\gamma\propto F^{-1/2}$. The exponent is unchanged because the best direction still has the full lowering. The prefactor weakens because a stronger field narrows the range of directions that come close to it.

## The slope of a Poole-Frenkel plot

**Corollary 3.** The logarithmic slope $S=d\ln R/d\gamma$ is

$$S=\frac1R\left\{\frac{e^\gamma}{\gamma}-\frac{2[1+(\gamma-1)e^\gamma]}{\gamma^3}\right\},$$

it satisfies $0<S<1$, and $S\simeq1-1/\gamma$ for $\gamma\gg1$.

*Proof.* The derivative of $1+(\gamma-1)e^\gamma$ is $e^\gamma+(\gamma-1)e^\gamma=\gamma e^\gamma$. The quotient rule then gives the expression in braces for $dR/d\gamma$. Differentiating the integral form instead gives

$$\frac{dR}{d\gamma}=\frac12\int_0^1\sqrt u\,e^{\gamma\sqrt u}\,du .$$

This is positive, and it is smaller than $R$ because $\sqrt u<1$ inside the interval. Hence $0<S<1$. At large $\gamma$, $\ln R\simeq\gamma-\ln\gamma+\ln(1-1/\gamma)$. Its derivative is $1-1/\gamma+1/[\gamma(\gamma-1)]$, whose last term is of second order in $1/\gamma$. $\square$

At fixed temperature, a plot of $\ln R$ against $\sqrt F$ has local slope $S\beta/k_BT$. The one-dimensional law reads this as $\beta_{\rm app}/k_BT$, so $\beta_{\rm app}=S\beta$. Since $\beta\propto\varepsilon_r^{-1/2}$, the inferred permittivity is

$$\varepsilon_{\rm app}=\frac{\varepsilon_r}{S^2}>\varepsilon_r .$$

## A second case: flux through the saddle

The prefactor depends on A3, as another way of counting escapes shows. Suppose that the electron density at given potential energy is thermal, with a normalization that does not change with field, and that the rate is the one-way flux through the pass in the potential at $\theta=0$. Write $r_m$ for $r_m(0)$, and let $\rho$ be the distance from the axis in the plane $z=r_m$. To second order in $\rho$,

$$-\frac{K}{\sqrt{r_m^2+\rho^2}}\simeq-\frac K{r_m}+\frac{K\rho^2}{2r_m^3},$$

while $-fz$ is constant in that plane. The transverse curvature is thus $K/r_m^3$, and the thermally weighted area of the pass is

$$A=\int_0^\infty2\pi\rho\,\exp\!\left(-\frac{K\rho^2}{2r_m^3k_BT}\right)d\rho=\frac{2\pi k_BT\,r_m^3}{K}.$$

Seen from the trap it subtends $A/r_m^2=2\pi k_BT\,r_m/K$. Lemma 1 gives $K/r_m=\sqrt{Kf}=\beta\sqrt F/2=\gamma k_BT/2$, so

$$\frac A{r_m^2}=\frac{4\pi}\gamma .$$

The saddle and the rays define the same cone. The flux, however, is proportional to the area $A$ and not to its solid angle. At fixed temperature $r_m\propto F^{-1/2}$, so $A\propto F^{-3/2}\propto\gamma^{-3}$. This count gives a rate proportional to $e^\gamma\gamma^{-3}$, with slope $1-3/\gamma$ at leading order. Hartke's $1/\gamma$ therefore belongs to a field-independent attempt rate per solid angle. The exponent is common to both counts.

## Worked example: a low-k dielectric

Take an organosilicate dielectric between copper lines, with rough typical values: optical permittivity 2.0, trap depth 1.2 eV, temperature 378 K and field 1 MV/cm. The optical permittivity supposes that the electron leaves before the atoms can respond. This is marginal here: with the mass and mean free path used below, an electron that has the energy to escape travels out to and over the forward barrier in roughly 10 to 20 fs, against Si-O vibration periods of roughly 30 to 75 fs. In convenient units $K=0.7200$ eV nm, and 1 MV/cm is 0.1 V/nm, so $f=0.1$ eV/nm. Then

$$r_m=\sqrt{\frac{0.7200}{0.1}}\ {\rm nm}=2.68\ {\rm nm},\qquad
\beta\sqrt F=2\sqrt{0.7200\times0.1}\ {\rm eV}=0.537\ {\rm eV}.$$

The remaining forward barrier is $1.200-0.537=0.663$ eV, about 20 times $k_BT=0.03257$ eV, so A5 holds. The reduced lowering is $\gamma=0.5366/0.03257=16.48$.

The one-dimensional enhancement is $e^\gamma=1.43\times10^7$, and the average is $R=8.15\times10^5$. Their ratio is 17.5. In a fit with both $\nu$ and $\varepsilon_r$ held at their true values, this is equivalent to an error in trap depth of $k_BT\ln17.5\simeq0.09$ eV. If $\varepsilon_r$ is instead read from the slope between 0.5 and 2 MV/cm, the error is about 0.06 eV. If $\nu$ is also fitted, over 350 to 410 K, the depth comes out almost right and the fitted $\nu$ falls to about 0.14 of its true value. The leading form $e^\gamma/\gamma=8.67\times10^5$ is 6% above $R$, and the factor $1-1/\gamma$ removes that excess. Half the emission lies within $22.7^\circ$ of the force, against $23.5^\circ$ from the small-angle estimate. The backward half supplies a fraction $6\times10^{-7}$, so A4 has no practical influence at this field.

With temperature and permittivity held fixed, the field dependence is:

| $F$ (MV/cm) | $\gamma$ | $e^\gamma$ | $R$ | $S$ |
|---|---|---|---|---|
| 0.3 | 9.02 | $8.30\times10^3$ | $8.18\times10^2$ | 0.902 |
| 0.5 | 11.65 | $1.15\times10^5$ | $9.00\times10^3$ | 0.922 |
| 1.0 | 16.48 | $1.43\times10^7$ | $8.15\times10^5$ | 0.943 |
| 2.0 | 23.30 | $1.31\times10^{10}$ | $5.40\times10^8$ | 0.959 |

The slope approaches one slowly, as $1-1/\gamma$ requires. A straight line fitted to $\ln R$ against $\sqrt F$ from 0.5 to 2 MV/cm has 0.945 of the one-dimensional slope. The inferred permittivity is $2.0/0.945^2=2.24$, which is 12% above the value put in. A measured Poole-Frenkel plot shows $\ln(J/F)$ for current density $J$, and it gives this value only if the conductivity is proportional to $R$. If $J$ itself is proportional to $R$, the same range gives about 2.9. If the traps are uncompensated, so that the carrier density goes as $\sqrt R$, the slope is halved and the result is about 9.

At 300 K and 1 MV/cm, $\gamma$ rises to 20.8 and $R$ to $4.75\times10^7$. This is relative to the zero-field rate at 300 K. With $\nu$ fixed the emission rate itself is lower than at 378 K, because a positive barrier remains in every direction.

## What the model leaves out

**Tunnelling.** An electron thermally raised to just below the barrier top can tunnel through it. On the forward ray, the gain over classical emission is estimated by

$$G=\int T(E)\,e^{-(E-E_{\rm top})/k_BT}\,\frac{dE}{k_BT},$$

where $E_{\rm top}$ is the energy of the barrier top and $T$ is a semiclassical transmission. The integral starts at the trap level and assumes a continuum of thermally filled levels above it. This is crude here: with $\varepsilon_r=2.0$ and half the electron mass, the zero-field Coulomb levels lie at $-1.70$ and $-0.43$ eV, against a barrier top at $-0.54$ eV at 1 MV/cm, and the thermal wavelength of 5.4 nm is twice $r_m$. The lower level lies below the assumed trap level, so the trap cannot be Coulombic at short range. At 1 and 2 MV/cm the upper level, even with its linear Stark shift, lies above the barrier top, so no Coulomb level falls between the trap and the top. At 0.5 MV/cm the top is at $-0.38$ eV and the upper level lies below it. The classical ray picture of A2 is subject to the same reservation. With a tunnelling mass of half the electron mass, $G$ is 1.17, 1.59 and 4.88 at 0.5, 1 and 2 MV/cm. If the forward value is applied to the whole cone, it adds on average $\ln(4.88/1.17)/(23.30-11.65)\simeq0.12$ to the slope over this range. This has the opposite sign to the 0.055 removed by directional averaging, but a single ray overstates it. The electron is also confined across the pass, with $\omega_\perp^2=K/(m r_m^3)$ in two directions for tunnelling mass $m$, against $\omega_b^2=2K/(m r_m^3)$ along the ray. The transverse zero-point motion multiplies the gain by $(w/\sinh w)^2$ with $w=\hbar\omega_\perp/2k_BT$. Because $\omega_b^2=2\omega_\perp^2$, this cancels the tunnelling gain at leading order in $\hbar^2$. The factor is 0.86, 0.65 and 0.32 at the three fields, so the net gain is about 1.0, 1.04 and 1.6, and the addition to the slope falls to about 0.04. This product is itself approximate. A semiclassical count of escape channels in the full problem, which separates in parabolic coordinates, gives net gains of 0.97, 0.98 and 1.4 and an addition of about 0.03. Almost all of it arises between 1 and 2 MV/cm, and below 1 MV/cm it is negligible. It depends strongly on the mass: about 0.005 for the free electron mass, 0.06 for 0.4 of it and 0.11 for 0.3 of it. Quantum effects may thus offset almost none of the directional reduction or more than all of it.

**The attempt rate.** At 1 MV/cm the saddle count lowers the slope from 0.943 to about 0.82. Read locally, this would turn a permittivity of 2.0 into $2.0/0.82^2\simeq3.0$. The 12% shift is thus a consequence of A3 and not a general correction to measured data.

**The trap level.** A1 neglects the quadratic Stark shift of the bound state. For a Coulomb well with its core softened to bind at 1.2 eV, and half the electron mass, the level falls by about 1 meV at 1 MV/cm and 4 meV at 2 MV/cm. This lowers the fitted slope from 0.945 to about 0.935 and raises the inferred permittivity to about 2.29.

**Slow polarization.** If the atoms do follow the electron, the static permittivity applies. With 2.8 in place of 2.0, $\gamma$ falls to 13.9 and $R$ to $7.4\times10^4$, lower by a factor of 11.

**Scattering.** At 1 MV/cm the forward barrier lies within $k_BT$ of its top over a width of about $2\sqrt{k_BT\,r_m^3/K}\simeq1.9$ nm, found from the parabola that fits the top. A rough mean free path of 0.5 nm is about a quarter of that, so an electron is likely to scatter while crossing and may turn back. This should lower the rate, by an amount not calculated here. It also changes the slope: in the diffusive limit the saddle flux is multiplied by a factor proportional to the barrier frequency, which scales as $r_m^{-3/2}\propto\gamma^{3/2}$. The rate then goes as $e^\gamma\gamma^{-3/2}$, with slope about 0.91 at 1 MV/cm and an apparent permittivity near 2.4. The assumed path is not short enough to reach this limit fully, so the slope would lie between the ballistic and diffusive values. It is also far shorter than the thermal wavelength, so a classical mean free path is only a rough guide.

**Neighbouring traps.** For a rough density of $10^{18}$ cm$^{-3}$ the spacing on a regular lattice would be $a=10$ nm, while $2r_m=5.4$ nm at 1 MV/cm. Setting $2r_m=a$ gives $f=4K/a^2$, or 0.29 MV/cm. Below about this field the isolated-trap barrier is unreliable, and the first row of the table sits at that edge. The bound is optimistic. For randomly placed traps the mean distance to the nearest neighbour is 5.5 nm, which moves the same criterion to 0.94 MV/cm. About 84% of traps at 0.5 MV/cm and 48% at 1 MV/cm then have a neighbour within $2r_m$. These criteria concern charged neighbours. A filled neighbour is neutral, and at $2r_m$ its polarization changes the rate by less than 2%. The lower half of the fitted range therefore lies outside the isolated-trap regime if the density of charged centres is near $10^{18}$ cm$^{-3}$, but not if it is a small fraction of that. If the neighbour is empty and so carries $+e$, even one at 10 nm changes the forward rate at 1 MV/cm by a factor of about 2.2 when it lies ahead and 0.6 when it lies behind, for screening by $\varepsilon_r=2.0$. A fixed charge is better screened with the static value 2.8, which gives about 1.75 and 0.7. A negative neighbour acts in the opposite sense.

**The upper field limit.** The forward barrier vanishes when $2\sqrt{Kf}=\phi$, that is at $F=\phi^2/(4Ke)=5.0$ MV/cm. The theorem fails well before that, once the barrier is no longer many $k_BT$ or tunnelling dominates. A rough breakdown field for such a film is 6 MV/cm.

**Beside a real interconnect.** A field of 1 MV/cm is nearer to an accelerated leakage test than to normal operation, where 0.7 V across a 20 nm gap, for example, gives 0.35 MV/cm. Trap depth and density vary with processing, and the values here are only representative. Real lines also have rough edges and corners, so the local field exceeds the average in places. The table shows the sensitivity: doubling the field from 1 to 2 MV/cm raises $R$ by a factor of about 660. Leakage current depends further on trap filling, on transport between traps and on supply from the contacts, none of which $R$ contains. For the numbers used here, the choice of permittivity changes the enhancement at 1 MV/cm by a factor of 11, against 17.5 for the step from one to three dimensions. The slope also shifts with the attempt rate and with tunnelling, so a permittivity extracted from it alone cannot establish that Hartke's average is the right description.

## Computed results

```
INPUTS (rough typical values)
optical, static permittivity: 2.0, 2.8
trap depth: 1.20 eV
temperature: 378 K; kT: 0.03257 eV
tunnelling mass: 0.50 electron masses
trap density: 1.0e+18 cm^-3
mean free path: 0.50 nm
breakdown field: 6.0 MV/cm
MAIN CASE
field: 1.00 MV/cm
K = e^2/(4 pi eps): 0.7200 eV nm
beta: 0.5366 eV/(MV/cm)^0.5
forward barrier position: 2.683 nm
forward lowering: 0.5366 eV
remaining forward barrier: 0.6634 eV
gamma: 16.475
1D enhancement: 1.4289e+07
3D enhancement: 8.1469e+05
1D/3D ratio: 17.540
leading form exp(g)/g: 8.6734e+05
half-emission cone angle: 22.69 deg
cone estimate: 23.50 deg
backward share of emission: 6.14e-07
FIELD TABLE: F (MV/cm), gamma, 1D, 3D, slope S
0.3  9.024  8.298e+03  8.182e+02  0.9024
0.5  11.650  1.146e+05  8.997e+03  0.9222
1.0  16.475  1.429e+07  8.147e+05  0.9432
2.0  23.299  1.314e+10  5.399e+08  0.9590
gamma = 1: 1D 2.7183, 3D 1.5000
1D FIT OF 3D EMISSION, 0.5 to 2 MV/cm
fitted slope / true beta: 0.9450
apparent permittivity: 2.239
NEGLECTED EFFECTS
tunnelling gain at 0.5 MV/cm: 1.17
tunnelling gain at 1.0 MV/cm: 1.59
tunnelling gain at 2.0 MV/cm: 4.88
static permittivity: gamma 13.924, 3D 7.430e+04
optical/static 3D ratio: 11.0
at 300 K: gamma 20.759, 3D 4.750e+07
trap spacing: 10.00 nm; 2 r_m: 5.37 nm
wells overlap below: 0.288 MV/cm
barrier-top width within kT: 1.87 nm
mean free path / top width: 0.27
slope with saddle area factor: 0.8218
forward barrier vanishes at: 5.00 MV/cm
main field / breakdown field: 0.167
```
